# Hydrogen 1s contact coupling and its electron-like and nuclear-like transitions: verification in Python

```python
"""Hydrogen 1s hyperfine coupling and Breit-Rabi levels.

Result under test: the contact interaction is A S.I with
  A = (2/3) g_e g_p (m/M) alpha^2 E_h / (1 + m/M)^3,
and H/h = a S.I + nu_e S_z - nu_p I_z has the levels
  a/4 +- (nu_e - nu_p)/2   and   -a/4 +- sqrt(a^2 + (nu_e + nu_p)^2)/2.
Symbols: a = A/h; nu_e, nu_p = electron and proton Zeeman frequencies;
gamma_e, gamma_p = these frequencies per gauss; m/M = electron/proton mass.
Labels uu, ud, du, dd give electron spin first, proton spin second.
Frequencies are in MHz and magnetic fields in gauss.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

value = const.value

# ---- Field of a uniformly magnetised ball: unit radius, unit moment ----
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(80)
phi_nodes = 2 * np.pi * np.arange(160) / 160
cos_t, phi = np.meshgrid(cos_nodes, phi_nodes, indexing="ij")
sin_t = np.sqrt(1 - cos_t**2)
surface = np.stack([sin_t * np.cos(phi), sin_t * np.sin(phi), cos_t], axis=-1)
area = cos_weights[:, None] * (2 * np.pi / 160)
magnetisation = np.array([0.0, 0.0, 3 / (4 * np.pi)])
current = np.cross(magnetisation, surface)  # surface current divided by c


def ball_field(point):
    """Biot-Savart integral over the surface current, Gaussian units."""
    separation = np.asarray(point) - surface
    distance = np.linalg.norm(separation, axis=-1)
    integrand = np.cross(current, separation) / distance[..., None]**3
    return np.sum(integrand * area[..., None], axis=(0, 1))


for point in ([0, 0, 0], [0.3, 0.1, 0.2], [-0.2, 0.4, -0.1]):
    assert np.allclose(ball_field(point), [0, 0, 2], atol=1e-9)
outside = np.array([1.2, -0.9, 1.6])
r_out = np.linalg.norm(outside)
dipole = 3 * outside * outside[2] / r_out**5 - np.array([0, 0, 1]) / r_out**3
assert np.allclose(ball_field(outside), dipole, atol=1e-9)
mean_nodes, mean_weights = np.polynomial.legendre.leggauss(8)
for radius in (2.0, 4.0):
    mean_field = sum(
        0.5 * w * ball_field([radius * np.sqrt(1 - x*x), 0, radius * x])[2]
        for x, w in zip(mean_nodes, mean_weights))
    assert abs(mean_field) < 1e-9

# Average over the 1s density; ball radius in units of the Bohr radius.
inside_field = ball_field([0, 0, 0])[2]
for ball_radius in (1e-2, 1e-3):
    integral = quad(lambda s: 4 * s**2 * np.exp(-2 * ball_radius * s), 0, 1)[0]
    contact_ratio = inside_field * integral / (8 / 3)
    assert abs(contact_ratio - 1 + 1.5 * ball_radius) < 2 * ball_radius**2

# ---- Density at the proton from the radial equation, atomic units ----
mass_ratio = value("electron-proton mass ratio")
reduced_mass = 1 / (1 + mass_ratio)
step = 0.005
r = step * np.arange(1, 4001)
diagonal = 1 / (reduced_mass * step**2) - 1 / r
off_diagonal = np.full(len(r) - 1, -1 / (2 * reduced_mass * step**2))
ground_energy, radial = eigh_tridiagonal(
    diagonal, off_diagonal, select="i", select_range=(0, 0))
u = radial[:, 0] / np.sqrt(step)
ratio_1, ratio_2 = u[0] / r[0], u[1] / r[1]
density_numeric = (ratio_1**2 / ratio_2)**2 / (4 * np.pi)
density_formula = reduced_mass**3 / np.pi
# The grid error is of order step^2, about 1e-5.
assert abs(density_numeric / density_formula - 1) < 5e-5
assert abs(ground_energy[0] + reduced_mass / 2) < 5e-5

# ---- Coupling constant ----
g_e = abs(value("electron g factor"))
g_p = value("proton g factor")
alpha = value("fine-structure constant")
hartree_MHz = value("Hartree energy") / const.h * 1e-6
a_fixed = (2 / 3) * g_e * g_p * mass_ratio * alpha**2 * hartree_MHz
a = a_fixed * reduced_mass**3

# Separate evaluation in erg, gauss and cm with the numerical density.
mu_B = value("Bohr magneton") * 1e3
mu_N = value("nuclear magneton") * 1e3
bohr_cm = value("Bohr radius") * 100
h_erg = const.h * 1e7
density_cgs = density_numeric / bohr_cm**3
a_direct = (8*np.pi/3) * g_e*mu_B * g_p*mu_N * density_cgs / h_erg * 1e-6
assert abs(a_direct / a - 1) < 5e-5
assert abs(a - 1420) < 1
gamma_e = g_e * mu_B / h_erg * 1e-6
gamma_p = g_p * mu_N / h_erg * 1e-6

# ---- Four-state spin problem ----
sx = np.array([[0, 1], [1, 0]]) / 2
sy = np.array([[0, -1j], [1j, 0]]) / 2
sz = np.diag([0.5, -0.5])
one = np.eye(2)
Sx, Sz = np.kron(sx, one), np.kron(sz, one)
Ix, Iz = np.kron(one, sx), np.kron(one, sz)
S_dot_I = sum(np.kron(s, s) for s in (sx, sy, sz)).real
transverse = gamma_e * Sx - gamma_p * Ix
parallel = gamma_e * Sz - gamma_p * Iz
names = ("uu", "ud", "du", "dd")


def solve(field):
    """Eigenpairs labelled by their largest product-state component."""
    energies, vectors = np.linalg.eigh(a * S_dot_I + field * parallel)
    level, state = {}, {}
    chosen = []
    for i, name in enumerate(names):
        k = int(np.argmax(np.abs(vectors[i])))
        chosen.append(k)
        level[name] = energies[k]
        state[name] = vectors[:, k] * np.sign(vectors[i, k])
    assert len(set(chosen)) == 4
    return level, state


def element(state, left, operator, right):
    return state[left] @ operator @ state[right]


zero_field = np.linalg.eigvalsh(a * S_dot_I)
assert np.allclose(zero_field, [-3*a/4, a/4, a/4, a/4], atol=1e-8)

rows = []
for field in (500.0, 3500.0, 50000.0, 300000.0):
    E, state = solve(field)
    nu_e, nu_p = gamma_e * field, gamma_p * field
    nu_s = nu_e + nu_p
    root = np.hypot(a, nu_s)
    formula = [a/4 + (nu_e-nu_p)/2, -a/4 + root/2,
               -a/4 - root/2, a/4 - (nu_e-nu_p)/2]
    assert np.allclose([E[n] for n in names], formula, rtol=0, atol=1e-7)

    lines = np.array([E["uu"] - E["du"], E["ud"] - E["dd"],
                      E["uu"] - E["ud"], E["dd"] - E["du"]])
    shift = a**2 / (4 * nu_s)
    estimate = np.array([nu_e + a/2 + shift, nu_e - a/2 + shift,
                         a/2 - nu_p - shift, a/2 + nu_p + shift])
    # The first omitted term bounds the error of the square-root series.
    bound = a**4 / (16 * nu_s**3) + 1e-7
    assert np.all(np.abs(lines - estimate) <= bound)
    assert abs(lines[0] - lines[1] - a) < 1e-7
    assert abs(lines[2] + lines[3] - a) < 1e-7

    theta = 0.5 * np.arctan2(a, nu_s)
    c, s = np.cos(theta), np.sin(theta)

    def change(upper, lower, operator):
        return (element(state, upper, operator, upper)
                - element(state, lower, operator, lower))

    electron_share = change("uu", "du", Sz)
    assert abs(electron_share - c**2) < 1e-10
    assert abs(change("ud", "dd", Sz) - c**2) < 1e-10
    assert abs(change("uu", "ud", Iz) - c**2) < 1e-10
    assert abs(change("du", "dd", Iz) - c**2) < 1e-10

    pairs = (("uu", "du"), ("ud", "dd"), ("uu", "ud"), ("dd", "du"))
    amplitudes = np.array([abs(element(state, p, transverse, q))
                           for p, q in pairs])
    expected = 0.5 * np.abs([gamma_e*c + gamma_p*s, gamma_e*c - gamma_p*s,
                             gamma_e*s - gamma_p*c, gamma_e*s + gamma_p*c])
    assert np.allclose(amplitudes, expected, rtol=0, atol=1e-10)
    assert abs(element(state, "uu", transverse, "dd")) < 1e-12
    assert abs(element(state, "uu", parallel, "dd")) < 1e-12
    flip_flop = abs(element(state, "ud", parallel, "du"))
    assert abs(flip_flop - (gamma_e+gamma_p)*np.sin(2*theta)/2) < 1e-10
    relative = amplitudes[2:] / (gamma_p / 2)
    if field >= 50000:
        simple = np.abs([1 - a/(2*nu_p), 1 + a/(2*nu_p)])
        assert np.all(np.abs(relative - simple) < 0.01)
    rows.append((field, nu_e, nu_p, shift, [E[n] for n in names],
                 lines, estimate, electron_share, relative))

# ---- Characteristic fields and the level crossing ----
mixing_field = a / (gamma_e + gamma_p)
shift_field = a / (2 * np.sqrt(gamma_p * (gamma_e + gamma_p)))
E, state = solve(shift_field)
nuclear_difference = (E["dd"] - E["du"]) - (E["uu"] - E["ud"])
assert abs(nuclear_difference / (4 * gamma_p * shift_field) - 1) < 0.01


def crossing_gap(field):
    level, _ = solve(field)
    return level["uu"] - level["ud"]


def crossing_amplitude(field):
    _, vectors = solve(field)
    return element(vectors, "uu", transverse, "ud")


crossing = brentq(crossing_gap, 1e5, 2.5e5, xtol=1e-7)
dark_field = brentq(crossing_amplitude, 1e5, 2.5e5, xtol=1e-7)
crossing_formula = (a / 2) * (1 / gamma_p - 1 / gamma_e)
assert abs(crossing / crossing_formula - 1) < 1e-9
assert abs(dark_field / crossing - 1) < 1e-8

# ---- Printed results ----
print(f"electron g factor (magnitude) = {g_e:.8f}")
print(f"proton g factor = {g_p:.8f}")
print(f"electron/proton mass ratio m/M = {mass_ratio:.8e}")
print(f"fine-structure constant = {alpha:.9f}")
print(f"Hartree energy / h = {hartree_MHz:.6e} MHz")
print(f"Bohr radius = {bohr_cm:.8e} cm")
print(f"density at proton, radial grid = {density_numeric:.6f} a0^-3")
print(f"density at proton, formula = {density_formula:.6f} a0^-3")
print(f"contact average / point limit, b=0.001 a0: {contact_ratio:.6f}")
print(f"reduced-mass factor = {reduced_mass**3:.7f}")
print(f"A/h, fixed proton = {a_fixed:.3f} MHz")
print(f"A/h, reduced mass = {a:.3f} MHz")
print(f"A = {a * 1e6 * const.h / const.e * 1e6:.5f} micro-eV")
print(f"wavelength c/(A/h) = {const.c / (a * 1e6) * 100:.4f} cm")
print(f"zero-field levels = {zero_field[0]:.3f}, {zero_field[-1]:.3f} MHz")
print(f"gamma_e = {gamma_e:.7f} MHz/G")
print(f"gamma_p = {gamma_p:.9f} MHz/G")
print(f"field where nu_s = a: {mixing_field:.2f} G")
print(f"field where a^2/(4 nu_s) = nu_p: {shift_field:.1f} G")
print(f"crossing of uu and ud levels = {crossing:.1f} G")
print(f"field of zero transverse amplitude = {dark_field:.1f} G")
print("Level order: uu, ud(+), du(-), dd")
print("Line order: uu-du, ud-dd, uu-ud, dd-du (signed)")
for field, nu_e, nu_p, shift, levels, lines, estimate, share, rel in rows:
    print(f"B = {field:.0f} G: nu_e={nu_e:.3f}, nu_p={nu_p:.3f}, "
          f"a^2/(4 nu_s)={shift:.3f} MHz")
    print("  levels: " + ", ".join(f"{x:.3f}" for x in levels) + " MHz")
    print("  lines: " + ", ".join(f"{x:.3f}" for x in lines) + " MHz")
    print("  high-field estimate: "
          + ", ".join(f"{x:.3f}" for x in estimate) + " MHz")
    print(f"  share cos^2(theta) = {share:.8f} (no unit)")
    print(f"  nuclear amplitudes / bare proton: {rel[0]:.4f}, {rel[1]:.4f}")
print("all assertions hold")
```

Running it gives:

```
electron g factor (magnitude) = 2.00231930
proton g factor = 5.58569469
electron/proton mass ratio m/M = 5.44617021e-04
fine-structure constant = 0.007297353
Hartree energy / h = 6.579684e+09 MHz
Bohr radius = 5.29177211e-09 cm
density at proton, radial grid = 0.317786 a0^-3
density at proton, formula = 0.317790 a0^-3
contact average / point limit, b=0.001 a0: 0.998501
reduced-mass factor = 0.9983679
A/h, fixed proton = 1422.808 MHz
A/h, reduced mass = 1420.485 MHz
A = 5.87466 micro-eV
wavelength c/(A/h) = 21.1049 cm
zero-field levels = -1065.364, 355.121 MHz
gamma_e = 2.8024951 MHz/G
gamma_p = 0.004257748 MHz/G
field where nu_s = a: 506.10 G
field where a^2/(4 nu_s) = nu_p: 6497.0 G
crossing of uu and ud levels = 166558.4 G
field of zero transverse amplitude = 166558.4 G
Level order: uu, ud(+), du(-), dd
Line order: uu-du, ud-dd, uu-ud, dd-du (signed)
B = 500 G: nu_e=1401.248, nu_p=2.129, a^2/(4 nu_s)=359.451 MHz
  levels: 1054.681, 643.283, -1353.526, -344.438 MHz
  lines: 2408.206, 987.721, 411.398, 1009.088 MHz
  high-field estimate: 2470.941, 1050.456, 348.663, 1071.822 MHz
  share cos^2(theta) = 0.85140486 (no unit)
  nuclear amplitudes / bare proton: 252.8046, 254.6500
B = 3500 G: nu_e=9808.733, nu_p=14.902, a^2/(4 nu_s)=51.350 MHz
  levels: 5252.037, 4607.781, -5318.023, -4541.794 MHz
  lines: 10570.060, 9149.575, 644.256, 776.229 MHz
  high-field estimate: 10570.326, 9149.840, 643.990, 776.495 MHz
  share cos^2(theta) = 0.99485337 (no unit)
  nuclear amplitudes / bare proton: 46.2226, 48.2175
B = 50000 G: nu_e=140124.757, nu_p=212.887, a^2/(4 nu_s)=3.595 MHz
  levels: 70311.056, 69817.295, -70527.538, -69600.813 MHz
  lines: 140838.594, 139418.109, 493.761, 926.725 MHz
  high-field estimate: 140838.594, 139418.109, 493.761, 926.725 MHz
  share cos^2(theta) = 0.99997439 (no unit)
  nuclear amplitudes / bare proton: 2.3311, 4.3310
B = 300000 G: nu_e=840748.542, nu_p=1277.324, a^2/(4 nu_s)=0.599 MHz
  levels: 420090.730, 420658.411, -421368.653, -419380.487 MHz
  lines: 841459.383, 840038.898, -567.681, 1988.166 MHz
  high-field estimate: 841459.383, 840038.898, -567.681, 1988.166 MHz
  share cos^2(theta) = 0.99999929 (no unit)
  nuclear amplitudes / bare proton: 0.4448, 1.5552
all assertions hold
```
